# Square-root density-of-states anomaly at a Fermi-surface neck: a program that tests the result

```python
# Result under test: near a 3D saddle of a band at energy E_c, the density of
# states (DOS) is smooth on the side where the constant-energy surface has a
# neck; on the disconnected side it is lower by A*sqrt|E-E_c|, with
# A = sqrt(2|m1 m2 m3|)/pi^2 (atomic units, both spins, per saddle, per volume).
# Symbols: eps = E-E_c; m_perp, m_z = masses across and along the neck axis;
# h = hbar^2/(2 m_e) in eV nm^2; V = half the gap at the zone face;
# T_face = free-electron energy at the face centre; kappa = k_z from the face.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.ndimage import label
from scipy.optimize import brentq
from scipy.special import ellipkm1, gamma
from mpmath import altzeta

pi = np.pi

# --- Topology: regions below (or above) the level, on a grid around the saddle
axis = (np.arange(60) + 0.5) / 30 - 1
X, Y, Z = np.meshgrid(axis, axis, axis, indexing="ij")
saddle = X**2 + Y**2 - Z**2
pieces_below = label(saddle < -0.1)[1]
pieces_above = label(saddle < 0.1)[1]
assert pieces_below == 2 and pieces_above == 1
# two negative masses: the empty region is the one that separates
assert label(-saddle > 0.1)[1] == 2 and label(-saddle > -0.1)[1] == 1


# --- Simple cubic band E = -(cos kx + cos ky + cos kz), one spin, per site
def cubic_dos(E):
    low = np.arccos(min(1.0, 2 - E))
    high = np.arccos(max(-1.0, -2 - E))
    nodes = [np.arccos(np.clip(-E, -1, 1)), 0.05, 0.3, pi - 0.3, pi - 0.05]
    nodes = sorted({low, high, *[p for p in nodes if low < p < high]})

    def plane_dos(k):
        return ellipkm1(max((E + np.cos(k))**2 / 4, 1e-32)) / pi**2

    return sum(quad(plane_dos, a, b, epsabs=1e-10, epsrel=1e-9, limit=200)[0]
               for a, b in zip(nodes[:-1], nodes[1:])) / pi


# check this DOS against direct counting of band energies
n_grid = 128
kx, ky, kz = [2 * pi * (np.arange(n_grid) + s) / n_grid
              for s in (0.21, 0.37, 0.68)]
levels = -(np.cos(kx)[:, None, None] + np.cos(ky)[None, :, None]
           + np.cos(kz)[None, None, :])
counted = np.mean((levels > -0.9) & (levels < -0.5))
x_gl, w_gl = np.polynomial.legendre.leggauss(8)
integrated = 0.2 * sum(w * cubic_dos(-0.7 + 0.2 * x)
                       for x, w in zip(x_gl, w_gl))
assert abs(counted - integrated) < 1e-3

cubic_pred = 3 * np.sqrt(2) / (2 * pi**2)   # three saddles, unit masses, one spin
cubic_found = []
for E_c, disc in ((-1.0, -1), (1.0, 1)):    # disc: sign of eps when disconnected
    g0 = cubic_dos(E_c)
    d_big, d_small = 0.01, 0.0025
    disc_big = cubic_dos(E_c + disc * d_big) - g0
    disc_small = cubic_dos(E_c + disc * d_small) - g0
    conn_big = cubic_dos(E_c - disc * d_big) - g0
    conn_small = cubic_dos(E_c - disc * d_small) - g0
    assert 1.8 < disc_big / disc_small < 2.2      # square root
    assert 3.5 < conn_big / conn_small < 4.5      # linear, hence no square root
    r_big = -(disc_big + conn_big) / np.sqrt(d_big)
    r_small = -(disc_small + conn_small) / np.sqrt(d_small)
    cubic_found.append((4 * r_small - r_big) / 3)
    assert abs(cubic_found[-1] / cubic_pred - 1) < 2e-3

# --- Three different masses: lattice resolvent at complex energy
hop = (1.0, 0.8, 0.5)                        # masses are 1/hop
half = (np.arange(1600) + 0.5) * pi / 1600
plane = hop[0] * np.cos(half)[:, None] + hop[1] * np.cos(half)[None, :]


def broadened_dos(E, width):
    w = plane + (E + 1j * width)
    return -np.mean(1 / (np.sqrt(w - hop[2]) * np.sqrt(w + hop[2]))).imag / pi


def rounded_root(eps, width):
    return np.sqrt(eps + 1j * width).imag


def amplitude(d):
    E_c, width = -hop[0] - hop[1] + hop[2], d / 4
    dos = [broadened_dos(E_c + s * d, width) for s in (-1, 0, 1)]
    root = [rounded_root(s * d, width) for s in (-1, 0, 1)]
    return -(dos[0] + dos[2] - 2 * dos[1]) / (root[0] + root[2] - 2 * root[1])


aniso_found = 2 * amplitude(0.02) - amplitude(0.04)
aniso_pred = np.sqrt(2 / np.prod(hop)) / (2 * pi**2)
assert abs(aniso_found / aniso_pred - 1) < 0.02

# --- Worked example: round parameters, rough regime of copper
h = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18
a, V, m_perp, fermi_height = 0.36, 2.5, 0.3, 0.9
temperature, lifetime_fs, film, band_distance = 400.0, 25.0, 20.0, 1.5
n_necks = 4
G = 2 * pi * np.sqrt(3) / a
T_face = h * (G / 2)**2
m_z = V / (2 * T_face - V)
k_F = (3 * pi**2 * 4 / a**3)**(1 / 3)
E_F_free = h * k_F**2
dos_free = 1.5 / E_F_free                    # per eV and atom
neck_radius = np.sqrt(m_perp * fermi_height / h)
A = m_perp * np.sqrt(m_z) / (2 * pi**2 * h**1.5)
A_atom = n_necks * A * a**3 / 4
hartree = sc.value("Hartree energy in eV")
bohr = sc.value("Bohr radius") * 1e9
A_au = np.sqrt(2 * m_perp**2 * m_z) / pi**2
assert abs(A * hartree**1.5 * bohr**3 / A_au - 1) < 1e-6


def lower_band(kappa):
    kappa = np.atleast_1d(kappa)
    H = np.empty((kappa.size, 2, 2))
    H[:, 0, 0] = h * (kappa + G / 2)**2
    H[:, 1, 1] = h * (kappa - G / 2)**2
    H[:, 0, 1] = H[:, 1, 0] = V
    return np.linalg.eigvalsh(H)[:, 0]


E_c = T_face - V
assert abs(lower_band(0.0)[0] - E_c) < 1e-10
step = 0.02
curvature = (lower_band(step)[0] - E_c) / step**2
assert abs(curvature / (-h / m_z) - 1) < 1e-3


def half_gap(depth):                         # half the missing k_z interval
    B = 2 * T_face - V - depth
    return np.sqrt((B - np.sqrt(B**2 - depth * (depth + 2 * V))) / h)


for depth in (0.01, 0.1, 0.4):
    root = brentq(lambda q: lower_band(q)[0] - E_c + depth, 1e-6, G / 4)
    assert abs(root / half_gap(depth) - 1) < 1e-7

# DOS as the energy derivative of the number of states in the separable band
n_k = 40000
kappa_grid = ((np.arange(n_k) + 0.5) / n_k - 0.5) * G
band_grid = lower_band(kappa_grid)


def state_count(E):
    area = pi * m_perp / h * np.maximum(E - band_grid, 0)
    return 2 / (2 * pi)**3 * np.sum(area) * G / n_k


def counted_dos(eps, dE=0.002):
    return (state_count(E_c + eps + dE) - state_count(E_c + eps - dE)) / (2 * dE)


assert abs(counted_dos(0.1) / counted_dos(0.5) - 1) < 1e-6
counted_loss = counted_dos(0.1) - counted_dos(-0.1)
two_wave_loss = m_perp * half_gap(0.1) / (2 * pi**2 * h)
assert abs(counted_loss / two_wave_loss - 1) < 3e-3
tiny = 1e-3                                  # limit of small depth gives A
assert abs(m_perp * half_gap(tiny) / (2 * pi**2 * h) / (A * tiny**0.5) - 1) < 1e-3

# --- Transverse mass varying with energy: k_perp^2 ~ s(1 + s/band_distance)
w_grid = (np.arange(200000) + 0.5) / 100000 - 1


def bent_dos(eps, dE=5e-4):
    def count(e):
        s = np.maximum(e + w_grid**2, 0)
        return np.sum(s * (1 + s / band_distance)) * 1e-5
    return (count(eps + dE) - count(eps - dE)) / (2 * dE)


depth = 0.1
continued = 2 * bent_dos(0.1) - bent_dos(0.2)          # value at eps = 0
continued -= (bent_dos(0.2) - bent_dos(0.1)) / 0.1 * depth
bent_ratio = (continued - bent_dos(-depth)) / (2 * np.sqrt(depth))
bent_pred = 1 - 4 * depth / (3 * band_distance)
assert abs(bent_ratio - bent_pred) < 2e-3

# --- Rounding by heat and by finite lifetime
kT = sc.k * temperature / sc.e
thermal_factor = gamma(1.5) * float(altzeta(0.5))
thermal_quad = quad(lambda x: np.sqrt(x) / (4 * np.cosh(x / 2)**2), 0, 80,
                    points=[1, 5, 20])[0]
assert abs(thermal_quad / thermal_factor - 1) < 1e-6
thermal_tail = quad(lambda x: np.sqrt(x) / (4 * kT * np.cosh(
    (x + fermi_height) / (2 * kT))**2), 0, 40 * kT, epsabs=0, limit=200)[0]
width = sc.hbar / (2 * lifetime_fs * 1e-15) / sc.e


def lorentz_average(eps):
    def f(u):
        return 2 * u * u * width / pi / ((eps + u * u)**2 + width**2)
    centre = np.sqrt(abs(eps))
    return (quad(f, 0, 2, points=[centre], limit=300)[0]
            + quad(f, 2, np.inf, limit=300)[0])


for eps in (-0.1, fermi_height):
    assert abs(lorentz_average(eps) / rounded_root(eps, width) - 1) < 1e-5
film_scale = h * (pi / film)**2 / m_z

# --- Output
print(f"Occupied pieces near saddle, eps<0 / eps>0: {pieces_below} / {pieces_above}")
print(f"Cubic band, predicted root coefficient: {cubic_pred:.5f} (hopping units)")
print(f"Cubic band, found at lower saddle: {cubic_found[0]:.5f} (hopping units)")
print(f"Cubic band, found at upper saddle: {cubic_found[1]:.5f} (hopping units)")
print(f"Three masses, predicted coefficient: {aniso_pred:.5f} (hopping units)")
print(f"Three masses, found coefficient: {aniso_found:.5f} (hopping units)")
print(f"Lattice constant: {a:.2f} nm")
print(f"Half gap V at zone face: {V:.2f} eV")
print(f"Transverse mass: {m_perp:.2f} m_e")
print(f"Fermi level above saddle: {fermi_height:.2f} eV")
print(f"Number of necks: {n_necks}")
print(f"hbar^2/(2 m_e): {h:.6f} eV nm^2")
print(f"Reciprocal vector G: {G:.3f} 1/nm")
print(f"Free energy at face centre T: {T_face:.3f} eV")
print(f"Saddle energy T-V: {E_c:.3f} eV")
print(f"Mass along neck axis (magnitude): {m_z:.4f} m_e")
print(f"Neck radius at Fermi level: {neck_radius:.3f} 1/nm")
print(f"Free-electron Fermi wavevector: {k_F:.3f} 1/nm")
print(f"Neck radius / Fermi wavevector: {neck_radius / k_F:.3f}")
print(f"A per neck: {A:.4f} eV^-3/2 nm^-3")
print(f"A per neck: {A_au:.5f} atomic units")
print(f"A, all necks: {A_atom:.5f} eV^-3/2 per atom")
print(f"Free-electron Fermi energy: {E_F_free:.3f} eV")
print(f"Free-electron DOS: {dos_free:.4f} 1/eV per atom")
for depth in (0.01, 0.1, 0.4):
    lead = A_atom * np.sqrt(depth)
    full = lead * half_gap(depth) / np.sqrt(m_z * depth / h)
    print(f"Depth {depth:.2f} eV: root-law loss {lead:.5f} 1/eV per atom")
    print(f"  two-wave loss {full:.5f} 1/eV per atom")
    print(f"  root-law loss / free DOS {100 * lead / dos_free:.2f} %")
    print(f"  two-wave excess over root law {100 * (full / lead - 1):.2f} %")
print(f"Half missing interval at 0.1 eV: {half_gap(0.1):.4f} 1/nm")
print(f"Temperature: {temperature:.0f} K, kT = {kT:.5f} eV")
print(f"Thermal factor: {thermal_factor:.4f}")
print(f"Thermal mean loss, mu at saddle: "
      f"{A_atom * thermal_factor * np.sqrt(kT):.5f} 1/eV per atom")
print(f"Thermal tail at Fermi level: {A_atom * thermal_tail:.2e} 1/eV per atom")
print(f"Lifetime: {lifetime_fs:.0f} fs, half-width {width:.5f} eV")
print(f"Lifetime loss at saddle: "
      f"{A_atom * rounded_root(0, width):.5f} 1/eV per atom")
print(f"Lifetime tail at Fermi level: "
      f"{A_atom * rounded_root(fermi_height, width):.2e} 1/eV per atom")
print(f"Film thickness: {film:.0f} nm, level scale {film_scale:.5f} eV")
print(f"Distance to coupled band: {band_distance:.1f} eV")
print(f"Bent transverse band, change of loss at 0.1 eV: "
      f"{100 * (bent_pred - 1):.2f} %")
print(f"  same change from state count: {100 * (bent_ratio - 1):.2f} %")
print("verified")
```

It prints:

```
Occupied pieces near saddle, eps<0 / eps>0: 2 / 1
Cubic band, predicted root coefficient: 0.21493 (hopping units)
Cubic band, found at lower saddle: 0.21494 (hopping units)
Cubic band, found at upper saddle: 0.21494 (hopping units)
Three masses, predicted coefficient: 0.11328 (hopping units)
Three masses, found coefficient: 0.11378 (hopping units)
Lattice constant: 0.36 nm
Half gap V at zone face: 2.50 eV
Transverse mass: 0.30 m_e
Fermi level above saddle: 0.90 eV
Number of necks: 4
hbar^2/(2 m_e): 0.038100 eV nm^2
Reciprocal vector G: 30.230 1/nm
Free energy at face centre T: 8.704 eV
Saddle energy T-V: 6.204 eV
Mass along neck axis (magnitude): 0.1677 m_e
Neck radius at Fermi level: 2.662 1/nm
Free-electron Fermi wavevector: 13.641 1/nm
Neck radius / Fermi wavevector: 0.195
A per neck: 0.8369 eV^-3/2 nm^-3
A per neck: 0.01760 atomic units
A, all necks: 0.03904 eV^-3/2 per atom
Free-electron Fermi energy: 7.090 eV
Free-electron DOS: 0.2116 1/eV per atom
Depth 0.01 eV: root-law loss 0.00390 1/eV per atom
  two-wave loss 0.00391 1/eV per atom
  root-law loss / free DOS 1.85 %
  two-wave excess over root law 0.14 %
Depth 0.10 eV: root-law loss 0.01235 1/eV per atom
  two-wave loss 0.01252 1/eV per atom
  root-law loss / free DOS 5.84 %
  two-wave excess over root law 1.36 %
Depth 0.40 eV: root-law loss 0.02469 1/eV per atom
  two-wave loss 0.02605 1/eV per atom
  root-law loss / free DOS 11.67 %
  two-wave excess over root law 5.48 %
Half missing interval at 0.1 eV: 0.6725 1/nm
Temperature: 400 K, kT = 0.03447 eV
Thermal factor: 0.5361
Thermal mean loss, mu at saddle: 0.00389 1/eV per atom
Thermal tail at Fermi level: 2.94e-14 1/eV per atom
Lifetime: 25 fs, half-width 0.01316 eV
Lifetime loss at saddle: 0.00317 1/eV per atom
Lifetime tail at Fermi level: 2.71e-04 1/eV per atom
Film thickness: 20 nm, level scale 0.00561 eV
Distance to coupled band: 1.5 eV
Bent transverse band, change of loss at 0.1 eV: -8.89 %
  same change from state count: -8.89 %
verified
```
